# Fermi-energy cusps and their spacing in a hard-wall metal film

A metal contact a few nanometres thick confines its electrons along the film normal. The allowed normal wavenumbers are discrete, and each one carries a subband of states that are free in the plane. When the film thickens, further subbands drop below the Fermi energy one after another. The work function of such a film depends on where the Fermi energy lies, so it matters how the Fermi energy varies with thickness and how far apart its features are.

## Model and result

Electrons without mutual interaction occupy $0<z<L$ between impenetrable walls, with two spin states per orbital and zero temperature. The mean density $n$ stays fixed as $L$ changes, because the positive background has the density of the bulk metal and fills the space between the walls. Hartree atomic units are used in the derivation. The Fermi energy $E_F$ is measured from the bottom of the well. The bulk quantities are

$$k_F=(3\pi^2 n)^{1/3},\qquad E_0=\frac{k_F^2}{2},\qquad \lambda_F=\frac{2\pi}{k_F},$$

and the thickness in half Fermi wavelengths is $y=k_FL/\pi=L/(\lambda_F/2)$.

In this model $E_F(L)$ is continuous. It has a local maximum with a slope jump, an upward cusp, at each thickness where subband $J\ge 2$ begins to fill:

$$L_J=\frac{\lambda_F}{2}\left[J(J-1)\left(J+\tfrac14\right)\right]^{1/3}. \tag{1}$$

The distance between neighbouring cusps is

$$L_{J+1}-L_J=\frac{\lambda_F}{2}\left[1+\frac{7}{48J(J+1)}+O(J^{-3})\right]. \tag{2}$$

Half the Fermi wavelength is therefore the limit for thick films.

## Counting the electrons

The walls require $\sin(kL)=0$, so $k=\pi j/L$ with $j=1,2,\dots$, and the subband bottoms are

$$E_j=\frac{\pi^2j^2}{2L^2}.$$

For a large film area $A$, the in-plane wavevectors have density $A/(2\pi)^2$. Those with in-plane kinetic energy below $\varepsilon$ fill a disk of area $\pi(2\varepsilon)$. With two spins the number of states is

$$2\,\frac{A}{4\pi^2}\,2\pi\varepsilon=\frac{A\varepsilon}{\pi}.$$

Each subband thus holds $(E_F-E_j)/\pi$ electrons per area if $E_F>E_j$, and none otherwise. Neutrality demands

$$nL=\frac1\pi\sum_{E_j<E_F}(E_F-E_j). \tag{3}$$

The right side is continuous in $E_F$ and $L$, since a subband enters the sum with weight zero. Above $E_1$ it increases strictly with $E_F$. Equation (3) therefore has one solution, and that solution is continuous in $L$.

With $M$ subbands occupied, $\sum_{j=1}^M j^2=M(M+1)(2M+1)/6$ turns (3) into

$$\pi nL=ME_F-\frac{\pi^2}{12L^2}M(M+1)(2M+1),$$

and division by $M$ gives

$$E_F=\frac{\pi nL}{M}+\frac{\pi^2(M+1)(2M+1)}{12L^2}. \tag{4}$$

## Where a subband opens

Subband $J$ is occupied if the film holds more electrons than are needed to raise the Fermi energy to $E_J$. That number follows from (3) with $E_F=E_J$ and the lower $J-1$ subbands filled:

$$\frac1\pi\sum_{j=1}^{J-1}(E_J-E_j)=\frac{\pi}{2L^2}\left[(J-1)J^2-\frac{(J-1)J(2J-1)}6\right].$$

The bracket equals $J(J-1)(6J-2J+1)/6=J(J-1)(4J+1)/6$. The condition for occupation is therefore

$$\pi nL^3>\frac{\pi^2}{12}J(J-1)(4J+1). \tag{5}$$

Its left side grows with $L$ and its right side does not depend on $L$. Each subband thus opens once and stays occupied. Equality marks the threshold. Inserting $n=k_F^3/(3\pi^2)$,

$$L_J^3=\frac{\pi}{12n}J(J-1)(4J+1)=\frac{\pi^3}{4k_F^3}J(J-1)(4J+1).$$

Since $(4J+1)/4=J+1/4$ and $\pi/k_F=\lambda_F/2$, the cube root is (1). For $J=1$ it gives $L_1=0$: the lowest subband is occupied at every thickness and produces no cusp. Cusps are numbered below by the subband that opens, so the thinnest film with a cusp shows the second cusp, $J=2$, and the tenth cusp is the one at $L_{10}$.

## Why the threshold is a cusp

Differentiating (4) at fixed $n$ and $M$,

$$\frac{dE_F}{dL}=\frac{\pi n}{M}-\frac{\pi^2(M+1)(2M+1)}{6L^3}. \tag{6}$$

At the threshold, (5) with equality gives $\pi n=\pi^2J(J-1)(4J+1)/(12L_J^3)$. Just below it $M=J-1$, and

$$s_-=\frac{\pi^2}{12L_J^3}\left[J(4J+1)-2J(2J-1)\right]=+\frac{\pi^2J}{4L_J^3}.$$

Just above it $M=J$, and

$$s_+=\frac{\pi^2}{12L_J^3}\left[(J-1)(4J+1)-2(J+1)(2J+1)\right]=-\frac{\pi^2(3J+1)}{4L_J^3}.$$

In the last bracket the terms $4J^2$ cancel and $-9J-3$ remains. The Fermi energy rises up to the threshold and falls after it, with the slope jump

$$s_+-s_-=-\frac{\pi^2(4J+1)}{4L_J^3}.$$

The jump has a direct physical origin. The bottom of the new subband sinks at the rate $2E_J/L$ as the film thickens. Just before it opens, the lower subbands at fixed $E_F$ gain room more slowly than the thickening adds electrons, so $E_F$ rises. Once the new subband lies below the Fermi energy, it adds its own room. The occupied subbands together then gain room faster than electrons are added, and $E_F$ begins to fall.

Between two cusps the second derivative of (4) is $\pi^2(M+1)(2M+1)/(2L^4)>0$. The curve is convex there and has one minimum. Setting (6) to zero gives $\pi nL^3=\pi^2M(M+1)(2M+1)/6$, or

$$y_{\min}=\left[M(M+1)\left(M+\tfrac12\right)\right]^{1/3}. \tag{7}$$

## The spacing in thick films

Let $y_J=L_J/(\lambda_F/2)$. Multiplying out (1),

$$y_J=J(1+x)^{1/3},\qquad x=-\frac{3}{4J}-\frac{1}{4J^2}.$$

With $(1+x)^{1/3}=1+x/3-x^2/9+O(x^3)$ and $x^2=9/(16J^2)+O(J^{-3})$,

$$y_J=J\left[1-\frac1{4J}-\frac1{12J^2}-\frac1{16J^2}+O(J^{-3})\right]=J-\frac14-\frac{7}{48J}+O(J^{-2}). \tag{8}$$

The constant $-1/4$ shifts all cusps alike and cancels in the difference. The next term contributes

$$-\frac7{48}\left(\frac1{J+1}-\frac1J\right)=\frac{7}{48J(J+1)}.$$

The remainder in (8) is a power series in $1/J$ that starts at $J^{-2}$, so its difference is $O(J^{-3})$. This proves (2).

## Size and shape of the oscillation

In units of $E_0$, equation (4) becomes

$$\frac{E_F}{E_0}=\frac{2y}{3M}+\frac{(M+1)(2M+1)}{6y^2}, \tag{9}$$

because $\pi nL=k_F^2y/3$ and $\pi^2/L^2=k_F^2/y^2$. Write $y=M+t$. By (8), $t$ runs from $-1/4$ to $3/4$ between neighbouring cusps, to leading order. Expanding both terms to order $M^{-2}$,

$$\frac{2y}{3M}=\frac23+\frac{2t}{3M},$$

$$\frac{(M+1)(2M+1)}{6y^2}=\frac13\left[1+\frac{3/2-2t}{M}+\frac{1/2-3t+3t^2}{M^2}\right]+O(M^{-3}).$$

The terms in $t/M$ cancel in the sum:

$$\frac{E_F}{E_0}=1+\frac1{2M}+\frac{1/6-t+t^2}{M^2}+O(M^{-3}). \tag{10}$$

To separate a smooth trend, use $1/(2M)=1/(2y)+t/(2y^2)+O(y^{-3})$:

$$\frac{E_F}{E_0}=1+\frac1{2y}+\frac{(t-\frac14)^2+\frac5{48}}{y^2}+O(y^{-3}). \tag{11}$$

The trend $1/(2y)$ arises because hard walls push electrons out of the surface regions and crowd them in the interior. About this trend the curve is a chain of parabolic arcs that meet in cusps. Since $(t-\frac14)^2$ runs between 0 and 1/4, the peak-to-valley swing is, to leading order,

$$\frac{E_0}{4y^2}=\frac{\pi^2}{8L^2},$$

which does not depend on the density.

The total $E_F$ looks less regular, because the trend slopes downward. The polynomial in (10) is $23/48$ at $t=-1/4$, $-4/48$ at its minimum $t=1/2$, and $-1/48$ at $t=3/4$. The fall after a cusp is thus $9E_0/(16M^2)$ and the rise to the next one $E_0/(16M^2)$, nine times smaller. An implementation that searches data for maxima needs a thickness grid and an energy resolution fine enough for this small rise, or it should subtract the trend first.

## What must be held fixed

**Fixed Fermi level.** If a reservoir holds $E_F$ at $k_F^2/2$ above the well bottom, $E_F$ has no cusps. Subband $J$ opens at $\pi J/L=k_F$, so the thresholds are spaced by $\lambda_F/2$ at every $J$. The kinks appear in the electron number per area, whose derivative $(2/\pi L)\sum E_j$ jumps by $2E_F/(\pi L)$.

**Fixed number per area.** If $N_s=nL$ is fixed instead, (5) gives $L_J^2=\pi J(J-1)(4J+1)/(12N_s)$. For large $J$ the thresholds then grow as $J^{3/2}$, and they have no constant spacing, since the density changes with $L$.

**Walls outside the background.** Let the background be thinner than the wall distance $L$ by $d$ half wavelengths. The electron number per area is then $n(L-d\lambda_F/2)$, and the threshold condition becomes

$$y^3-d\,y^2=J^3-\tfrac34J^2-\tfrac14J.$$

Inserting $y=J+c+O(1/J)$ and comparing terms in $J^2$ gives $3c-d=-3/4$, so $c=(d-3/4)/3$. A constant $d$ moves the cusps and leaves the limiting spacing at $\lambda_F/2$. At a cusp $E_F/E_0=(J/y)^2\approx1-2c/J$, so the $1/L$ rise vanishes for $d=3/4$. Each wall then stands $3\pi/(8k_F)$ outside the background.

**Different masses.** For mass $m_\parallel$ in the plane and $m_z$ along the normal, the subband density of states is $m_\parallel/\pi$ and the levels are $\pi^2j^2/(2m_zL^2)$. The right side of (5) is multiplied by $m_\parallel/m_z$, so at fixed $n$

$$L_J\to\left(\frac{m_\parallel}{m_z}\right)^{1/3}L_J. \tag{12}$$

The Fermi surface is now an ellipsoid with half-axis $k_z$ along the normal and $k_\parallel^2=k_z^2m_\parallel/m_z$. Its volume gives $n=k_\parallel^2k_z/(3\pi^2)=(m_\parallel/m_z)k_z^3/(3\pi^2)$. The limiting spacing is therefore $\pi/k_z$, half the Fermi wavelength along the normal.

## Procedure and worked example

To evaluate $E_F$ at a given thickness, compute $k_F$ and $y$, take the largest $M$ with $M(M-1)(M+1/4)<y^3$, and insert it in (9).

The example has $n=150\ \mathrm{nm^{-3}}$, a rough value for the four valence electrons per atom of white tin. Then

$$k_F=(3\pi^2\times150)^{1/3}\ \mathrm{nm^{-1}}=16.44\ \mathrm{nm^{-1}},$$

with $\lambda_F/2=0.19112$ nm and $E_0=10.294$ eV. The tenth and eleventh subbands open at

$$L_{10}=0.19112\times(10\cdot9\cdot10.25)^{1/3}=1.8605\ \mathrm{nm},$$

$$L_{11}=0.19112\times(11\cdot10\cdot11.25)^{1/3}=2.0519\ \mathrm{nm}.$$

Their distance is 0.1914 nm, or 1.0015 half wavelengths; the leading correction in (2) gives $1+7/5280=1.0013$. Thin films deviate more: the second and third cusps, at 0.316 and 0.514 nm, are 0.199 nm apart.

At $L=2.00$ nm, $y=10.46$ and $y^3\approx1146$ lies between the thresholds 922.5 and 1237.5, so $M=10$. Equation (9) gives $E_F/E_0=0.6976+0.3516=1.0492$ and $E_F=10.80$ eV.

At the tenth cusp $E_F=10.863$ eV. It falls by 62 meV to the minimum at 2.005 nm and rises by 6 meV to the eleventh cusp. The leading-order estimates are 58 and 6 meV. In ordinary units the slopes at a cusp are $JE_0/(2y_J^2L_J)$ and $-(3J+1)E_0/(2y_J^2L_J)$, here $+0.29$ and $-0.91$ eV/nm.

The thickness of a flat crystal film changes in whole layers. Along the tetragonal axis of white tin the layer step is roughly 0.08 nm, so 2.4 layers fit into one cusp spacing. With the continuous model evaluated at whole layers:

| Layers | Thickness (nm) | $E_F$ (eV) |
|---|---|---|
| 23 | 1.84 | 10.858 |
| 24 | 1.92 | 10.822 |
| 25 | 2.00 | 10.801 |
| 26 | 2.08 | 10.788 |
| 27 | 2.16 | 10.759 |

These values show no maximum. They fall steadily, in unequal steps between about 13 and 37 meV, while the trend $E_0/(2y)$ alone falls by about 20 meV per layer here. In this range the oscillation survives only as the unevenness of the steps. Elsewhere a whole layer can land close to a cusp: with these rounded inputs, 28 layers, at 2.24 nm, lie almost at the twelfth cusp and give a local maximum, only about 1 meV above the value for 27 layers. A layer step of 0.0795 nm instead of 0.08 nm already removes this maximum, so rough inputs cannot predict which layer numbers give maxima.

## What the model leaves out

**Finite barrier.** Replace the hard walls by a square well of depth $V_0=E_0+W$, with a rough work function $W=4.4$ eV, so $V_0=14.69$ eV. The background fills the well width. An inside wave $\sin(kz+\phi)$ must join a decaying wave with constant $\kappa=\sqrt{2V_0-k^2}$ at $z=0$. This requires $k\cot\phi=\kappa$, hence $\sin\phi=k/k_0$ with $k_0=\sqrt{2V_0}$. Both walls together give

$$kL+2\arcsin(k/k_0)=j\pi.$$

Solving this and (3) by numerical root finding puts the tenth cusp at 1.777 nm, 0.083 nm below the hard-wall value. The spacing to the next cusp is still 0.191 nm. The Fermi energy at the cusp drops to 10.43 eV, the fall after it to 32 meV, and the rise grows to 17 meV. Cusp positions and the shape of the curve thus depend on the barrier far more than the spacing does.

**Displaced walls.** With $d=3/4$, each wall moves out by 0.072 nm. The tenth cusp then occurs at a background thickness of 1.766 nm with $E_F=10.31$ eV, close to the bulk value, and the spacing is 0.191 nm.

**Temperature.** At the metallic density of the example the subband bottoms near the Fermi energy are about $2E_F/J\approx2$ eV apart. In such a film at room temperature, only subband $J$ has its bottom within a few $k_BT$ of the Fermi energy near a cusp. At fixed electron number the shift $\delta$ of the chemical potential obeys

$$(J-1)\delta+k_BT\ln\left(1+e^{\delta/k_BT}\right)=0.$$

For $|\delta|\ll k_BT$ the logarithm is $\ln2+\delta/(2k_BT)$, so $\delta=-k_BT\ln2/(J-\frac12)$. At 300 K, $k_BT=25.9$ meV and $\delta=-1.9$ meV at the tenth cusp. The distance between the chemical potential and $E_J$ changes by $k_BT$ over a thickness of about $k_BT/(s_-+2E_J/L)=0.002$ nm. The occupation of the new subband bottom goes from 10% to 90% over about 0.01 nm, which is the visible width of the rounding and still far less than the spacing. The maxima survive at 300 K, but the rise to the eleventh cusp shrinks from 6 to about 4 meV.

**Terraces.** Let equal areas have thickness $L$ and one layer more or less, and average their separate Fermi energies. After subtraction of the trend $E_0[1+1/(2y)+3/(16y^2)]$, whose last term is the mean of the arcs in (11), the swing between the tenth and eleventh cusps falls from 28 to 7 meV. This treats the terraces as independent films and ignores charge flow between them.

**Mass along the normal.** A mass 20% larger along the normal than in the plane, at the same density, multiplies all cusp thicknesses by $1.2^{-1/3}=0.941$. The tenth cusp moves to 1.751 nm and the spacing to 0.180 nm.

**Comparison with tin.** The density, layer step and work function above are typical of white tin, but its Fermi surface has several sheets, so the single spacing $\lambda_F/2$ of the free-electron model need not apply. That effect is not sized here, and neither is the self-consistent surface potential. In the worked example, the finite barrier roughly halves the fall after a cusp, terraces reduce the swing to a quarter, and the assumed mass ratio changes the spacing by 6%. The numbers describe the free-electron model and do not predict a measured tin film.

An infinite wall has no work function of its own. A change of $E_F$ may be read as an equal and opposite change of work function if the vacuum level stays fixed relative to the well bottom. In a real film the surface dipole can vary with thickness, and its change must then be added.
